# Kerker mixing for metal slabs: when convergence ignores cell length

## What goes wrong

Take a metal slab whose self-consistent cycle converges with a small constant damping, and make the slab thicker with the same damping. The cycle can now diverge: charge moves from one face to the other and back, by more each time. For the slab analysed below, the largest stable damping falls from 0.021 at 2 nm of metal to 0.0066 at 4 nm. A small charge error of long wavelength produces a large potential, and the metal over-responds to it.

Kerker preconditioning suppresses long-wavelength density updates. In a cell filled with metal it makes convergence nearly independent of cell length. With vacuum in the cell the claim is narrower: the convergence cost stays bounded as the metal grows at fixed vacuum, but it rises as the vacuum grows. The reason decides when the setting should be used.

## The response model

Hartree atomic units are used in the formulas. The periodic cell has length $L=L_m+L_v$ along $z$, with metal of width $L_m=2a$ and vacuum of width $L_v=2b$. Take first errors that are uniform parallel to the surface.

Let $\delta n(z)$ be the error of the input electron density. The electron number is fixed, so $\delta n$ has zero mean. It changes the potential energy of an electron by $\phi$, where

$$D\phi=4\pi\,\delta n,\qquad D=-\frac{d^2}{dz^2}.$$

The constant in $\phi$ is chosen to give zero mean. On such functions $D$ is positive and invertible; a wave of wavenumber $G$ has $D=G^2$.

The metal responds locally, as in Thomas-Fermi theory. From $n=k_F^3/3\pi^2$ and $\mu-V=k_F^2/2$,

$$\frac{dn}{d\mu}=\frac{k_F^2}{\pi^2}\frac{dk_F}{d\mu}=\frac{k_F}{\pi^2}\equiv\frac{\kappa^2}{4\pi},\qquad \kappa^2=\frac{4k_F}{\pi}.$$

The output error in the metal is $-(\kappa^2/4\pi)(\phi-\delta\mu)$. It must integrate to zero, so the Fermi-level shift $\delta\mu$ equals $\bar\phi_M$, the mean of $\phi$ over the metal. Hence

$$\delta n_{\rm out}=-\frac{K\phi}{4\pi},\qquad K\phi=\begin{cases}\kappa^2(\phi-\bar\phi_M)&\text{metal}\\0&\text{vacuum.}\end{cases}$$

The residual, output minus input, is

$$R=-\frac{(D+K)\phi}{4\pi}=-\varepsilon\,\delta n,\qquad \varepsilon=1+KD^{-1}.$$

## What sets the number of cycles

Mixing adds $\alpha PR$ to the input density, so the error changes as $\delta n\to(1-\alpha P\varepsilon)\delta n$. Plain mixing has $P=1$. Kerker mixing multiplies each Fourier component by $G^2/(G^2+q^2)$, that is, $P=D(D+q^2)^{-1}$.

For an eigenvector $\delta n=D\phi/4\pi$ of $P\varepsilon$,

$$D(D+q^2)^{-1}(D+K)\phi=\lambda D\phi .$$

Remove the leading $D$, which is invertible here, and multiply by $D+q^2$:

$$(D+K)\phi=\lambda(D+q^2)\phi. \tag{1}$$

Plain mixing is the case $q=0$. Both sides are symmetric operators, because $\int\psi K\phi=\kappa^2\int_M(\psi-\bar\psi_M)(\phi-\bar\phi_M)$, and both are positive. The eigenvalues are therefore real and positive, and

$$\lambda=\frac{\int\phi(D+K)\phi}{\int\phi(D+q^2)\phi}. \tag{2}$$

Each mode is multiplied by $1-\alpha\lambda$ per cycle, so stability requires $\alpha<2/\lambda_{\max}$. The largest $|1-\alpha\lambda|$ is smallest when the two ends of the spectrum are equal in size, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. This gives

$$\alpha=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad |1-\alpha\lambda|_{\max}=\frac{c-1}{c+1},\qquad c=\frac{\lambda_{\max}}{\lambda_{\min}}.$$

Reducing the error by six decades takes $6\ln10/\ln[(c+1)/(c-1)]$ cycles. For large $c$ the logarithm in the denominator is close to $2/c$, so the count is about $6.9\,c$. The condition number $c$ is the cost of the calculation.

## A cell filled with metal

Without vacuum, plane waves solve (1), with

$$\lambda(G)=\frac{G^2+\kappa^2}{G^2+q^2}.$$

For plain mixing the smallest wavenumber, $2\pi/L$, gives the largest eigenvalue, and short waves give $\lambda\to1$. Therefore $c=1+\kappa^2L^2/4\pi^2$. With Kerker mixing $\lambda$ lies between $\kappa^2/q^2$ and 1, so

$$c\le\max\left(\frac{\kappa^2}{q^2},\frac{q^2}{\kappa^2}\right)$$

for every $L$. The choice $q=\kappa$ gives $c=1$ in this model. With $\kappa$ as in the example below and $q$ set wrongly to $1.5\kappa$, the bound is 2.25. With all waves included, $c=(G^2+q^2)/(G^2+\kappa^2)$ at $G=2\pi/L$, which goes from 2.22 at 2 nm to 2.25 at 8 nm, while plain mixing goes from 45 to 708. The numerical output lists 2.18 and 2.20 for Kerker mixing because its grid leaves out the shortest waves.

## A slab with plain mixing

With $q=0$, (1) becomes $K\phi=(\lambda-1)D\phi$. Since $K$ is never negative, $\lambda\ge1$. The value 1 is reached by any $\phi$ that is constant in the metal, so $c=\lambda_{\max}$.

For $\lambda>1$ define $k^2=\kappa^2/(\lambda-1)$. Then $-\phi''=k^2(\phi-\bar\phi_M)$ in the metal and $\phi''=0$ in the vacuum. Both $\phi$ and $\phi'$ are continuous, because the density is finite. By reflection symmetry the modes are odd or even about the metal centre.

An odd mode has $\bar\phi_M=0$ and is $\sin kt$ in the metal, with $t$ measured from the metal centre. In the vacuum it is a straight line that, being odd and periodic, vanishes at the vacuum centre, a distance $b$ from the edge. Hence $\phi'/\phi=-1/b$ at the edge, or $k\cot ka=-1/b$:

$$\tan ka=-kb,\qquad \frac{\pi}{2}<ka<\pi,\qquad c=1+\frac{\kappa^2}{k^2}. \tag{3}$$

There is no root at smaller $ka$, where the tangent is positive. An even mode has constant slope in the vacuum, which symmetry makes zero. Then $\sin ka=0$ and $ka\ge\pi$, which gives a smaller $\lambda$. The worst mode is thus the odd one, charge moving between the two faces. Since $k$ lies between $\pi/L_m$ and $2\pi/L_m$,

$$1+\frac{\kappa^2L_m^2}{4\pi^2}<c<1+\frac{\kappa^2L_m^2}{\pi^2}.$$

With plain mixing, $c$ thus lies between bounds that grow as the square of the metal thickness. Vacuum raises $c-1$ by at most a factor of four over its value without vacuum.

## A slab with Kerker mixing

Set $q=\kappa$. Subtracting a mean cannot increase a mean square, so $\int\phi K\phi\le\kappa^2\int_M\phi^2\le\kappa^2\int\phi^2$, and (2) gives $\lambda\le1$. The value 1 is reached by zero-mean functions confined to the metal. Thus the overreaction is cured, and $c=1/\lambda_{\min}$.

The trouble is now at the other end of the spectrum. For $\lambda<1$, (1) in the vacuum reads $-(1-\lambda)\phi''=\lambda\kappa^2\phi$, so

$$-\phi''=k^2\phi,\qquad k^2=\frac{\lambda\kappa^2}{1-\lambda},\qquad \frac1\lambda=1+\frac{\kappa^2}{k^2}.$$

In the metal, with $m=\bar\phi_M$, it reads $(1-\lambda)(-\phi''+\kappa^2\phi)=\kappa^2m$. The even solution is

$$\phi=\frac{m}{1-\lambda}+B\cosh\kappa t .$$

Its mean over the metal must be $m$. Thus $m=m/(1-\lambda)+B\sinh(\kappa a)/(\kappa a)$, which rearranges to

$$\frac{m}{1-\lambda}=-\frac{B\sinh\kappa a}{\lambda\kappa a}.$$

In the vacuum $\phi=A\cos ks$, with $s$ measured from the vacuum centre. At the edge $s$ increases as $t$ decreases, so continuity of value and slope gives

$$A\cos kb=B\left[\cosh\kappa a-\frac{\sinh\kappa a}{\lambda\kappa a}\right],\qquad Ak\sin kb=B\kappa\sinh\kappa a .$$

Divide the first by the second, multiply by $k$, and insert $1/\lambda=(k^2+\kappa^2)/k^2$:

$$\cot kb=\frac{k}{\kappa}\coth\kappa a-\frac{k^2+\kappa^2}{k\kappa^2a},\qquad c=1+\frac{\kappa^2}{k^2}. \tag{4}$$

To count the roots, collect the terms as

$$F(k)=\cot kb-\frac{k}{\kappa}\left(\coth\kappa a-\frac1{\kappa a}\right)+\frac1{ka}=0 .$$

The bracket is positive, so every term falls with $k$. On $0<kb<\pi$, $F$ runs from $+\infty$ to $-\infty$ and has one root.

The odd modes have $m=0$, $\sinh\kappa t$ in the metal and $\sin ks$ in the vacuum, so $\cot kb=-(\kappa/k)\coth\kappa a$. At an odd root,

$$F=-\frac{k^2+\kappa^2}{k\kappa}\left(\coth\kappa a-\frac1{\kappa a}\right)<0 ,$$

so the even root lies lower and sets $c$.

**Thicker metal.** The function $\coth x-1/x$ has derivative $1/x^2-1/\sinh^2x>0$. Hence $F$ falls as $a$ grows, and its root moves down, towards the solution of $\cot kb=k/\kappa$. For wide vacuum $kb$ is just below $\pi/2$, where $\cot kb\approx\pi/2-kb$. This gives $k\approx\pi/(L_v+2/\kappa)$ and the ceiling

$$c_\infty\approx1+\frac{(\kappa L_v+2)^2}{\pi^2}. \tag{5}$$

No metal thickness exceeds the ceiling, but the ceiling grows as the square of the vacuum width.

**Vanishing vacuum.** For $\kappa a\gg1$ and $\kappa b\ll1$, $\cot kb\approx1/kb$ balances $k/\kappa$. Then $k^2\approx\kappa/b$ and $c\approx1+\kappa b$, which returns to the metal-filled result.

**Wide metal and vacuum.** For $\kappa a,\kappa b\gg1$ the terms in $k/\kappa$ are small, and (4) becomes $\tan kb\approx-ka$. This is (3) with metal and vacuum exchanged. Plain mixing struggles with long waves in the metal. Kerker mixing struggles with long waves in the vacuum, where nothing screens, the full update would have been right, and the filter cuts it to a fraction $G^2/(G^2+\kappa^2)$. Kerker mixing wins roughly when the metal is thicker than the vacuum.

## Worked example: a slab for precursor adsorption

Atomic layer deposition on a metal is studied with slabs that leave room for a precursor molecule. Take $r_s=2$ bohr and a vacuum of 1.5 nm. Then $k_F=0.960$ bohr⁻¹, $\kappa=\sqrt{4k_F/\pi}=1.105$ bohr⁻¹, and the screening length is $1/\kappa=0.0479$ nm.

For 4 nm of metal, $a=2$ nm and $b=0.75$ nm. Equation (3) gives $c=302$. As a check, $\kappa/k=\sqrt{301}=17.35$, so $ka=2/(0.0479\times17.35)=2.41$ and $kb=0.90$; indeed $\tan2.41\approx-0.90$. The best damping is $2/(1+302)=0.0066$.

Equation (4) gives $c=87.2$. Here $\kappa/k=\sqrt{86.2}=9.28$, $kb=1.69$ and $ka=4.50$. The right side is $0.108-0.225=-0.117$, which agrees with $\cot1.69$ to the rounding used. The best damping is $2/(1+1/87.2)=1.98$.

| Metal, vacuum (nm) | $c$ plain | $c$ Kerker |
|---|---|---|
| 1.5, 1.5 | 61 | 66 |
| 2, 1.5 | 97 | 72 |
| 4, 1.5 | 302 | 87 |
| 8, 1.5 | 976 | 98 |
| 4, 3 | 386 | 274 |
| 4, 6 | 481 | 846 |

From 2 to 8 nm of metal at fixed vacuum, plain mixing becomes ten times as costly and Kerker mixing 36% more. The Kerker ceiling is 113.5; estimate (5), with $\kappa L_v=31.33$, gives 113.6. The two methods tie at 1.60 nm of metal. With 6 nm of vacuum around 4 nm of metal, Kerker mixing is the worse choice.

Eigenvalues of the discretized operators agree with (3) and (4) within the 2% allowed for the grid. Actual mixing loops in the linear model, run at the best damping with 4 nm of metal and 1.5 nm of vacuum, took 2069 cycles (plain) and 602 (Kerker) for six decades. The predictions are 2087 and 602.

## Can another Kerker wavenumber help?

By (2), changing $q$ multiplies the quotient of each $\phi$ by $\int\phi(D+\kappa^2)\phi\,/\int\phi(D+q^2)\phi$, a number between 1 and $\kappa^2/q^2$. So $c$ rises by at most the factor $\max(\kappa^2/q^2,q^2/\kappa^2)$; this does not say how far it can fall. For 4 nm of metal and 1.5 nm of vacuum, $q/\kappa=0.1$, 0.25, 0.5, 1 and 2 give $c=132$, 95, 89, 87 and about 346. (For the last, the numerical output lists 329, because its grid leaves out the shortest waves.) None of these improves on $q=\kappa$. A somewhat small $q$ costs little here, and a large one costs much.

## Waves along the surface

An error with in-plane wavenumber $g$ replaces $D$ by $D+g^2$. It averages to zero over each plane, so there is no Fermi-level shift, and $K$ is just $\kappa^2$ in the metal. For plain mixing $\lambda$ lies between 1 and $1+\kappa^2/g^2$. For Kerker mixing with $q=\kappa$ it lies between $g^2/(g^2+\kappa^2)$ and 1. Either way

$$c\le1+\frac{\kappa^2}{g^2}.$$

For a surface cell 0.8 nm wide the bound is 8.1, far below the values in the table. With $g=2\pi/W$ for a cell of width $W$, the uniform errors are the slower ones if $W<L_m$ (plain) or $W<L_v$ (Kerker), because the $k$ of (3) is below $2\pi/L_m$ and that of (4) below $2\pi/L_v$. Wider cells need their lateral waves examined too.

## Screening only where there is metal

The analysis points to a better filter, $P=D(D+K)^{-1}$. To apply it, solve

$$-w''+\kappa^2(z)\,w=R,\qquad \text{update}=-\alpha w'',$$

with $\kappa^2(z)$ zero in the vacuum. Integrating over the cell gives $\kappa^2\int_Mw=\int R=0$, so $w$ has zero mean in the metal and the Fermi-level term is accounted for. In the local model $P\varepsilon=1$ by construction, which proves nothing about a real metal.

A fairer trial uses a response that the filter does not know. Put independent electrons at the bulk density in a fixed well 16.5 eV deep, with free motion along the surface. The Fermi energy is then close to 12.5 eV and the work function close to 4 eV, with shifts of about 0.1 eV or less for the slabs below. Obtain $K=-4\pi\chi_0$ by summing over states at fixed electron number. With 1.5 nm of vacuum:

| Metal (nm) | plain | Kerker | metal-only |
|---|---|---|---|
| 2 | 99 | 68 | 1.6 |
| 4 | 304 | 81 | 1.6 |
| 8 | 978 | 91 | 1.6 |

For errors uniform along the surface, and in this independent-electron model, the metal-only filter gives what the Kerker filter was meant to give. With $c=1.6$ the error factor is $0.6/2.6=0.23$ per cycle, or about ten cycles for six decades. The quantum slab also supports the local model: plain values agree within 2%, and Kerker values are 6 to 7% lower. Electrons spilling out and narrowing the unscreened region would lower them; that explanation is a conjecture.

## How far to trust the numbers

The parameters are round values in the regime of aluminium, whose $r_s$ is roughly 2.1 bohr and work function a little above 4 eV. With 1.5 nm of vacuum, a slab only one or two nanometres thick lies near or below the 1.60 nm tie, where the model promises little from Kerker mixing. The 8 nm slab and 6 nm vacuum serve to show the trends.

In bulk metal with $q=\kappa$, the reduced response at short waves (the Lindhard function) lowers the smallest Kerker eigenvalue from 1 to 0.86, and local exchange lowers it to 0.75. Both are far above the slab's $1/87=0.011$, so neither causes the slow convergence. Electronic smearing of 0.1 eV changes $\kappa^2$ by a fraction $5\times10^{-5}$. Correlation, the ionic lattice, d electrons, a polarizable molecule in the vacuum and nonlinear response are left out. The electrostatics is fully periodic throughout. A dipole correction, common when a molecule adsorbs on one face, removes the field in the vacuum. The odd mode behind (3) then has $\phi'=0$ at the edge and $ka=\pi/2$, so plain mixing has $c=1+\kappa^2L_m^2/\pi^2$ for any vacuum, 708 instead of 302 for 4 nm of metal. Equation (4), the 1.60 nm tie and the Kerker stability limit of 2 were derived without this correction and do not carry over to it. A larger density of states at the Fermi level raises $\kappa^2$, and with it $c-1$ for both methods nearly in proportion when $\kappa a,\kappa b\gg1$.

## Choosing the setting

These rules hold for linear mixing near self-consistency, with periodic electrostatics and no dipole correction. Methods that use the history of earlier cycles (Pulay, Broyden), the usual choice in practice, can remove a few isolated slow modes quickly. They need far fewer cycles, and the ranking by $c$ need not carry over to them: the gain from Kerker mixing in a slab can be much smaller or absent.

- **Metal fills the cell:** use Kerker mixing with $q$ near $\kappa=\sqrt{4\pi\,dn/d\mu}$. An error by a factor of 1.5 in $q$ costs at most $c=2.25$ in the local model.
- **Metal clearly thicker than vacuum:** Kerker mixing helps, and thickening the metal further costs little. Keep the vacuum no wider than the physics needs.
- **Vacuum as thick as the metal or thicker:** expect no gain from Kerker mixing with $q=\kappa$. Plain mixing, the limit $q=0$, has the lower $c$ for such cells in the table; values of $q$ in between were not tested there. A filter that screens only in the metal is the better candidate; the trial above covers 1.5 nm of vacuum and errors uniform along the surface.
- **Damping:** with Kerker mixing and $q=\kappa$ the model's stability limit is 2. Taking $\alpha=1$ for safety gives a slowest factor of $1-1/c$ and about twice the minimum number of cycles. With plain mixing $\alpha$ must stay below $2/c$, so a value near this limit has to be reduced when the slab is thickened.

The numerical output that follows lists the computed values.

## Computed values

```
rs = 2.0 bohr, work function = 4.0 eV, grid = 0.02 nm
Fermi energy = 12.53 eV, kF = 0.9596 1/bohr
kappa = 1.1053 1/bohr, screening length = 0.0479 nm
metal-filled cell: length nm | c plain | c Kerker with q = 1.5 kappa
  2 | 45.2 | 2.175
  4 | 177.8 | 2.195
  8 | 708.3 | 2.200
slab: metal nm, vacuum nm | c plain | c Kerker | Kerker ceiling for any metal
  1.5, 1.5 | 60.6 | 65.6 | 113.5
  2, 1.5 | 97.2 | 72.4 | 113.5
  4, 1.5 | 302.2 | 87.2 | 113.5
  8, 1.5 | 975.5 | 98.2 | 113.5
  4, 3 | 385.6 | 274.2 | 424.6
  4, 6 | 480.9 | 846.0 | 1643.6
Kerker beats plain above metal thickness = 1.60 nm (vacuum 1.5 nm)
steps per 6 decades, vacuum 1.5 nm: metal nm | plain loop, predicted, damping | Kerker loop, predicted, damping
  2 | 665, 671, 0.0204 | 500, 500, 1.9727
  4 | 2069, 2087, 0.0066 | 602, 602, 1.9773
  8 | 6684, 6739, 0.0020 | 678, 679, 1.9798
4 nm metal, 1.5 nm vacuum, q/kappa: c = 0.1: 132.2; 0.25: 94.9; 0.5: 88.8; 1.0: 87.3; 2.0: 329.1
first lateral wave, 0.8 nm wide cell: c plain = 8.01, c Kerker = 7.65, bound = 8.07
quantum response: finite-difference mismatch = 3.5e-08, flat-potential ratio to Lindhard = 0.9998
quantum slab, vacuum 1.5 nm: metal nm | c plain | c Kerker | c metal-only screening
  2 | 99.1 | 68.1 | 1.59
  4 | 304.3 | 81.4 | 1.60
  8 | 977.6 | 91.3 | 1.60
growth of c from 2 to 8 nm metal: plain x9.86, Kerker x1.34
bulk Kerker eigenvalues: Lindhard 0.861 to 1.000, with local exchange 0.746 to 1.000
0.1 eV smearing lowers kappa^2 by a fraction 5.2e-05
```
